The Debye-Waller factor in the Debye model, with B for aluminium, part 2

How much does atomic vibration weaken Bragg reflections? A harmonic crystal at temperature T has N equivalent atoms of mass M, one per primitive cell, on cubic sites. Radiation of wavelength λ is scattered through 2θ, s = sinθ/λ, and the scattering vector Q has |Q| = 4πs. Bragg intensities are damped by exp(−2W), and the lost intensity becomes thermal diffuse scattering (step 4). An atom's displacement is u, with Cartesian component u_x; k is Boltzmann's constant, h = 2πħ is Planck's constant, and angle brackets are thermal averages.

A mode of frequency ω has coordinate ξ = √(ħ/2Mω)(a + a†). With z = exp(−ħω/kT),

⟨a†ʳaʳ⟩ = r! n̄ʳ, n̄ = z/(1 − z) = 1/(exp(ħω/kT) − 1). (1)

⟨ξ²⟩ = (ħ/2Mω)(2n̄ + 1) = (ħ/Mω)(n̄ + ½). (2)

The latter also equals (ħ/2Mω)coth(ħω/2kT). For any real linear combination X of displacements, such as cξ,

⟨exp(iX)⟩ = exp(−½⟨X²⟩). (4)

W = Bs², B = 8π²⟨u_x²⟩. (5)

Summing over all atoms and directions (step 5) gives

⟨u_x²⟩ = (1/3N) Σ_j (ħ/Mω_j)(n̄_j + ½) = (ħ/3NM) ∫ g(ω) (n̄ + ½) dω/ω, (6)

where g(ω)dω counts the modes in dω and ∫g dω = 3N. Counting plane waves with ω = vq (step 6) gives g = γω² at low frequency, with γ fixed by the sound speeds v. The Debye model extends this to a cutoff ω_D = kΘ/ħ:

g(ω) = 9Nω²/ω_D³ for ω < ω_D. (7)

B = (6h²/MkΘ)[φ(x)/x + 1/4]. (8)

Here x = Θ/T and φ(x) = (1/x) ∫₀ˣ t dt/(eᵗ − 1). In atomic units the prefactor is 24π²/(Mω_D) bohr², with M in electron masses and ω_D = kΘ in hartree.

Still wanted are (c) the low- and high-temperature limits and (d) B at 0 and 300 K, with the damping of (111) and (444), for an fcc lattice with a = 4.05 Å (here a is the lattice constant), M = 26.9815 u and the chosen Θ = 428 K, roughly aluminium.

Step 8. Limits, part (c)

For t > 0, 1/(eᵗ − 1) = e^(−t)/(1 − e^(−t)) = Σ_{n≥1} e^(−nt). All terms are positive, so the sum may be integrated term by term. By parts,

∫₀ˣ t e^(−nt) dt = −x e^(−nx)/n + (1/n)∫₀ˣ e^(−nt) dt = 1/n² − e^(−nx)(x/n + 1/n²).

Three sums appear. The Fourier series y² = π²/3 + 4Σ(−1)ⁿ cos(ny)/n² on −π ≤ y ≤ π, taken at y = π, reads π² = π²/3 + 4Σ1/n², so Σ1/n² = π²/6. The logarithmic series gives Σyⁿ/n = −ln(1 − y). The dilogarithm is defined by Li₂(y) = Σyⁿ/n². With y = e^(−x),

xφ(x) = π²/6 + x ln(1 − e^(−x)) − Li₂(e^(−x)). (9)

At low temperature x is large, and the last two terms are approximately −(x + 1)e^(−x), which is negligible. Dividing by x²,

φ/x + 1/4 ≈ 1/4 + (π²/6)(T/Θ)².

At T = 0, B = 6h²/4MkΘ = 3h²/2MkΘ. This is zero-point motion; it is proportional to 1/MΘ and no cooling removes it. B then rises as T², because the thermal integral ∫ω n̄ dω scales as T² once its upper limit lies far above kT/ħ; most of it comes from modes with ħω below about 3kT.

For high temperature write t/(eᵗ − 1) = Σc_m tᵐ. Since (eᵗ − 1)/t = 1 + t/2 + t²/6 + t³/24 + t⁴/120 + t⁵/720 + t⁶/5040 + …, the product of the two series is 1, and each power of t above the zeroth must cancel:

c₀ = 1
c₁ + 1/2 = 0, so c₁ = −1/2
c₂ + c₁/2 + 1/6 = 0, so c₂ = 1/4 − 1/6 = 1/12
c₃ + c₂/2 + c₁/6 + 1/24 = 0, so c₃ = −1/24 + 1/12 − 1/24 = 0
c₄ + c₂/6 + c₁/24 + 1/120 = 0, so c₄ = −(10 − 15 + 6)/720 = −1/720

The odd coefficients beyond c₁ vanish, because t/(eᵗ − 1) + t/2 = (t/2)coth(t/2) is even. The next condition is c₆ + c₄/6 + c₂/120 + c₁/720 + 1/5040 = 0; the terms 1/1440 and −1/1440 cancel and c₆ = 1/4320 − 1/5040 = 1/30240. The series converges for |t| < 2π, the distance to the nearest poles at t = ±2πi. Integrating from 0 to x,

xφ = x − x²/4 + x³/36 − x⁵/3600 + x⁷/211680 − …

Dividing by x² and adding 1/4,

φ/x + 1/4 = 1/x + x/36 − x³/3600 + x⁵/211680 − … (x < 2π). (10)

The −1/4 in φ/x cancels the zero-point 1/4. The leading term gives B_cl = 6h²T/MkΘ², the classical value. To confirm this, use equipartition, ⟨ξ²⟩ = kT/Mω². Averaged over (7) it gives ⟨u_x²⟩ = (kT/M)(3/ω_D³)∫₀^(ω_D) dω = 3kT/Mω_D², and 8π² times this, with ω_D = kΘ/ħ, is 24π²ħ²T/MkΘ². Planck's constant appears only because ω_D was written as a temperature. It is therefore wrong to estimate B as a classical part plus the zero-point value: at high T the quantum correction is the small term x/36, not 1/4.

Step 9. Numbers for aluminium, part (d)

Mass and cutoff in atomic units, with 1 u = 1822.888 mₑ and k = 3.166812 × 10⁻⁶ hartree/K:

M = 26.9815 × 1822.888 = 49184.3 mₑ
ω_D = kΘ = 3.166812 × 10⁻⁶ × 428 = 1.35540 × 10⁻³ hartree = 0.03688 eV
Mω_D = 49184.3 × 1.35540 × 10⁻³ = 66.664

The conversion to eV uses 1 hartree = 27.2114 eV. With 24π² = 236.87 and 1 bohr² = 0.280029 Å²,

6h²/MkΘ = 236.87/66.664 = 3.5532 bohr² = 3.5532 × 0.280029 Å² = 0.9950 Å².

At T = 0 the bracket is 1/4:

B(0) = 3.5532/4 = 0.8883 bohr² = 0.2487 Å².

At 300 K, kT = 9.50043 × 10⁻⁴ hartree = 0.02585 eV and x = 428/300 = 1.42667, well inside the range of (10). The terms are 1/x = 0.70093, x/36 = 0.03963 and x³/3600 = 0.00081, and the sum is 0.73976 (the rounded terms add to one unit less in the last place). Direct quadrature gives xφ = 0.99690, so φ = 0.99690/1.42667 = 0.69876, φ/x = 0.48978, and the bracket is 0.73978. The three-term series is low by between two and three units in the fifth decimal, as expected from the small positive term x⁵/211680, which is about 0.00003 here. Then

B(300 K) = 3.5532 × 0.73978 = 2.6286 bohr² = 0.7361 Å².

The ratio B(0)/B(300 K) is 0.25/0.73978 = 0.3379: cooling to absolute zero removes two thirds of B and leaves one third. The classical value is 0.9950 × 0.70093 = 0.6974 Å², about 5% below the quantum result, although T is below Θ. The size of the gap follows from (2). With coth y ≈ 1/y + y/3, each mode has ⟨ξ²⟩ ≈ (kT/Mω²)[1 + (ħω/kT)²/12], a correction of x²/12, about 17% of the classical value, even at ω_D. For the spectrum (7) the weight g/ω² is the same at all frequencies, so ω² averages to ω_D²/3 and the correction is x²/36, just under 6% of B_cl. Adding B(0) to it would overshoot 0.7361 Å² by more than a quarter.

Dividing by 8π² = 78.96 gives ⟨u_x²⟩ = 0.003150 Å² (0.01125 bohr²) at 0 K and 0.009323 Å² (0.03329 bohr²) at 300 K, with roots 0.0561 Å and 0.0966 Å. The full rms displacement is √3 times larger, 0.0972 Å and 0.1672 Å. The neighbour distance is a/√2 = 2.8638 Å, so these are 3.39% and 5.84% of it. How large the anharmonic correction is at these amplitudes is not tested here.

For Miller indices (n₁n₂n₃) in a cubic crystal the plane spacing is d = a/√(n₁² + n₂² + n₃²), and Bragg's law λ = 2d sinθ gives s = 1/2d. The same a is used at both temperatures.

(111): s = √3/(2 × 4.05) = 0.21383 Å⁻¹, s² = 0.04572 Å⁻²
(444): s = √48/(2 × 4.05) = 0.85533 Å⁻¹, s² = 0.73160 Å⁻²

The exponents 2W = 2Bs² and the intensity factors are:

(111), 0 K: 2 × 0.2487 × 0.04572 = 0.0227, factor 0.9775
(111), 300 K: 2 × 0.7361 × 0.04572 = 0.0673, factor 0.9349
(444), 0 K: 2 × 0.2487 × 0.73160 = 0.364, factor 0.6949
(444), 300 K: 2 × 0.7361 × 0.73160 = 1.077, factor 0.3406

The (444) exponent is 16 times the (111) exponent. An error δB changes an intensity by the fraction −2s²δB, so the 5% shortfall of the classical B is harmless for (111), where it alters an exponent of 0.067, and shifts the (444) intensity by some 6%.

Where the result fails

Equation (5) needs harmonic forces and cubic sites; (6) needs equivalent atoms in addition, and (8) needs the Debye spectrum on top of these. At a site of lower symmetry ⟨u_αu_β⟩ is in general not a multiple of the unit matrix, and W then depends on the direction of Q. With inequivalent atoms, the sum in step 5, done with mass-weighted displacements, fixes only the total Σ_l M_l⟨u_l²⟩, and sharing it among the species needs the eigenvectors. Germanium, whose two atoms per cell are equivalent and sit on cubic sites, still obeys (6); InSb needs two separate B values. Anharmonic forces usually expand the lattice and lower the frequencies as T rises; where they do, B grows faster than linearly at high temperature. With anharmonic forces the distribution of u is also no longer exactly Gaussian in general. In two dimensions the counting of step 6 gives g ∝ ω, the thermal integrand g n̄/ω behaves as 1/ω at small ω, and at any T > 0 ⟨u²⟩ diverges logarithmically with the size of the sample; at T = 0 the integrand g/ω is constant at small ω and ⟨u²⟩ stays finite. The factor ω² of three dimensions is what makes B finite at nonzero temperature.

The numerical check below tests the oscillator averages, the mode sum and the Debye integral, each by a separate road. It diagonalises an oscillator on a grid and compares the Boltzmann averages ⟨ξ²⟩ and ⟨cos(cξ)⟩ with (2) and (4) at three temperatures, and it checks (1) by explicit sums. For a periodic fcc lattice of 256 atoms with nearest-neighbour springs it builds the displacement covariance from the full force-constant matrix, confirms that the block of an atom is a multiple of the unit matrix, and finds 0.52691222 in model units, the same as the frequency average (6) taken from the dynamical matrix in q space. It sums over a mesh of q points in the Debye sphere and obtains 0.2487 Å² and 0.7361 Å² (the second after extrapolating away most of the mesh error caused by the 1/q² peak, which leaves its last digit uncertain by a few units). It compares quadrature of the coth form in atomic units with (8) in SI units at five temperatures, and it compares φ from quadrature with (9), with the power series and with the low-temperature limit. These tests confirm the algebra. They do not test the split into Bragg and diffuse intensity in step 4, the many-mode form of (4) or the moments of variation 2, nor whether aluminium has a Debye spectrum.

Variation 1. A different Θ

Repeat part (d) with the chosen value Θ = 390 K, and explain how B scales with Θ.

Now kΘ = 1.23506 × 10⁻³ hartree = 0.03361 eV and Mω_D = 60.745. The prefactor is 236.87/60.745 = 3.8994 bohr² = 1.0919 Å², and

B(0) = 3.8994/4 = 0.9749 bohr² = 0.2730 Å².

At 300 K, x = 1.3. The series gives 0.76923 + 0.03611 − 0.00061 = 0.80473; quadrature gives φ = 0.72117, φ/x = 0.55475 and the bracket 0.80475. Hence

B(300 K) = 3.8994 × 0.80475 = 3.1380 bohr² = 0.8787 Å².

B(0) has grown by the factor 1.0974, which is 428/390, as B(0) ∝ 1/Θ requires. B(300 K) has grown by 1.1938. To see why, multiply the first two terms of (10) by the prefactor and use x = Θ/T:

B ≈ (6h²/Mk)[T/Θ² + 1/(36T)].

The classical term goes as 1/Θ² and grows from 0.6974 to 0.8400 Å², a factor of about 1.20. The first quantum correction does not contain Θ: 0.9950 × 0.03963 and 1.0919 × 0.03611 both equal 0.0394 Å². This fixed part pulls the ratio slightly below the square. The (444) intensity factor at 300 K drops from 0.3406 to 0.2764, and the (111) factor from 0.9349 to 0.9228. The measured room-temperature B of aluminium is roughly 0.8 to 0.9 Å². The value from 428 K lies below that rough range and the value from 390 K lies within it. Between these two choices of Θ the 300 K value changes by 0.14 Å², against 0.04 Å² between the classical and quantum treatments.

Variation 2. Which Θ belongs to a real spectrum

For an arbitrary g(ω), find the Debye cutoff that reproduces the exact harmonic B at T = 0 and at high T, and apply the result to an Einstein crystal, in which all modes have the frequency ω_E.

Define ⟨ωᵐ⟩_g = (1/3N)∫g ωᵐ dω. In (6), n̄ + ½ equals ½ at T = 0 and tends to kT/ħω at high T, so

⟨u_x²⟩ = (ħ/2M)⟨ω⁻¹⟩_g at T = 0, ⟨u_x²⟩ = (kT/M)⟨ω⁻²⟩_g at high T.

For the Debye spectrum g/3N = 3ω²/ω_D³, and

⟨ω⁻¹⟩_g = (3/ω_D³)(ω_D²/2) = 3/(2ω_D), ⟨ω⁻²⟩_g = (3/ω_D³) ω_D = 3/ω_D².

Equating these to the moments of the true spectrum gives two cutoffs:

ω_D(0) = 3/(2⟨ω⁻¹⟩_g), ω_D(high) = √(3/⟨ω⁻²⟩_g).

They agree for the Debye form (7) and in general not otherwise. For the Einstein crystal the moments are 1/ω_E and 1/ω_E², so ω_D(0) = (3/2)ω_E and ω_D(high) = √3 ω_E, which differ by the factor 2/√3.

A third cutoff governs the low-temperature rise. There only small ω are excited, where the true g is γω² with γ fixed by the sound speeds, and (6) gives, with t = ħω/kT and the integral π²/6 from step 8,

⟨u_x²⟩(T) − ⟨u_x²⟩(0) = (ħγ/3NM) ∫₀^∞ ω n̄ dω = (ħγ/3NM)(kT/ħ)²(π²/6).

The matching cutoff is the elastic one, ω_D³ = 9N/γ. The low-temperature heat capacity involves the same modes and so yields this same Θ. It carries no information on the rest of the spectrum, where most modes lie and where acoustic branches usually bend below the line ω = vq toward the zone boundary. Where such bending outweighs the modes above the cutoff, ⟨ω⁻²⟩_g is larger than the Debye value and Θ(high) is lower than the elastic Θ; thermal softening acts in the same direction. At 300 K aluminium is close to the classical regime, so the Θ to use in (8) is the one defined by ⟨ω⁻²⟩_g, and when a computed phonon spectrum is at hand, (6) should be used directly.

Table of computed values

```
fcc test (K=M=hbar=1, kT=1.3): real space 0.52691222, q sum 0.52691222
q-mesh B, Theta=428 K: 0.2487 A^2 (0 K), 0.7361 A^2 (300 K)
bohr = 0.529177 A, bohr^2 = 0.280029 A^2, hartree = 27.2114 eV
k = 3.166812e-06 hartree/K
input M = 26.9815 u = 49184.3 m_e (1 u = 1822.888 m_e)
input a = 4.05 A = 7.6534 bohr, neighbour distance 2.8638 A
kT(300 K) = 9.50043e-04 hartree = 0.02585 eV
(111): s = 0.21383 1/A, s^2 = 0.04572 1/A^2, Q = 2.6871 1/A
(444): s = 0.85533 1/A, s^2 = 0.73160 1/A^2, Q = 10.7484 1/A
--- input Theta = 428 K
k Theta = 1.35540e-03 hartree = 0.03688 eV; M omega_D = 66.6641 au
6h^2/(M k Theta) = 3.55319 bohr^2 = 0.99500 A^2
300 K: x = 1.42667, x*phi = 0.99690, phi = 0.69876
300 K: phi/x = 0.48978, bracket = 0.73978
series: 1/x = 0.70093, x/36 = 0.03963, x^3/3600 = 0.00081, sum 0.73976
T = 0 K: B = 0.8883 bohr^2 = 0.2487 A^2
  <u_x^2> = 0.01125 bohr^2 = 0.003150 A^2, rms u_x = 0.0561 A
  rms |u| = 0.0972 A = 3.39 % of neighbour distance
  (111): 2W = 0.0227, exp(-2W) = 0.9775
  (444): 2W = 0.3640, exp(-2W) = 0.6949
T = 300 K: B = 2.6286 bohr^2 = 0.7361 A^2
  <u_x^2> = 0.03329 bohr^2 = 0.009323 A^2, rms u_x = 0.0966 A
  rms |u| = 0.1672 A = 5.84 % of neighbour distance
  (111): 2W = 0.0673, exp(-2W) = 0.9349
  (444): 2W = 1.0770, exp(-2W) = 0.3406
classical B(300 K) = 0.6974 A^2
B(0)/B(300 K) = 0.3379
--- input Theta = 390 K
k Theta = 1.23506e-03 hartree = 0.03361 eV; M omega_D = 60.7453 au
6h^2/(M k Theta) = 3.89940 bohr^2 = 1.09194 A^2
300 K: x = 1.30000, x*phi = 0.93753, phi = 0.72117
300 K: phi/x = 0.55475, bracket = 0.80475
series: 1/x = 0.76923, x/36 = 0.03611, x^3/3600 = 0.00061, sum 0.80473
T = 0 K: B = 0.9749 bohr^2 = 0.2730 A^2
  <u_x^2> = 0.01235 bohr^2 = 0.003457 A^2, rms u_x = 0.0588 A
  rms |u| = 0.1018 A = 3.56 % of neighbour distance
  (111): 2W = 0.0250, exp(-2W) = 0.9753
  (444): 2W = 0.3994, exp(-2W) = 0.6707
T = 300 K: B = 3.1380 bohr^2 = 0.8787 A^2
  <u_x^2> = 0.03974 bohr^2 = 0.011129 A^2, rms u_x = 0.1055 A
  rms |u| = 0.1827 A = 6.38 % of neighbour distance
  (111): 2W = 0.0804, exp(-2W) = 0.9228
  (444): 2W = 1.2858, exp(-2W) = 0.2764
classical B(300 K) = 0.8400 A^2
B(0)/B(300 K) = 0.3107
Theta 428 -> 390 K: B(0) x 1.0974, B(300 K) x 1.1938
```
